# Two-Frequency Leakage Compensation with Frequency-Dependent Coercive Voltage in Hafnia Capacitors

## Question

A ferroelectric capacitor is driven by a triangular voltage of amplitude $V_0$ and frequency $f$. One period covers a voltage path $4V_0$, so the ramp on the rising branch is $r=4fV_0$. Before this branch the film is fully poled to $-P_r$, and at its end it is fully switched to $+P_r$. The current density on the rising branch is modelled as

$$J(V,f)=J_L(V)+r\,[\,C+Q\,g(V-V_c(f))\,],\qquad Q=2P_r .$$

Here $J_L$ is a leakage current that depends on voltage but not on frequency, $C$ is a constant capacitance per area, and $g$ is a normalized Gaussian of fixed standard deviation $\sigma$. The coercive voltage $V_c$ is the centre of the switching peak.

A second sweep is taken at $f/k$, with $k>1$ and the same $V_0$. Write $V_1=V_c(f)$, $V_2=V_c(f/k)$, $\delta=V_1-V_2>0$ and $d=\delta/\sigma$. The functions $\phi$ and $\Phi$ are the standard normal density and its cumulative integral. The Gaussian tails beyond $\pm V_0$ are negligible.

### (a) Find the combination of the two sweeps that removes leakage and returns the full capacitive current at $f$. What does it give here?

**Model answer.** The slow ramp is $r/k$. With $g_i=g(V-V_i)$,

$$J(V,f)-J(V,f/k)=rC\left(1-\frac1k\right)+rQ\left(g_1-\frac{g_2}{k}\right).$$

The leakage has cancelled. The dielectric term must be restored to $rC$, which requires the factor $k/(k-1)$:

$$J_{\rm comp}=\frac{k}{k-1}\,[J(V,f)-J(V,f/k)]
=r\left[C+Q\,\frac{k g_1-g_2}{k-1}\right].$$

For $k=2$ this is twice the difference of the two currents. If $V_1=V_2$, the fraction reduces to $g_1$, and within this model the compensation is exact. If the peaks differ, the slow peak is subtracted at the wrong voltage.

### (b) Where is the compensated switching current negative? Treat the falling branch too.

**Model answer.** It is negative where $g_2>k g_1$. The Gaussian prefactors are equal, so taking logarithms gives

$$(V-V_1)^2-(V-V_2)^2>2\sigma^2\ln k .$$

The left side is a difference of squares:

$$(V_2-V_1)(2V-V_1-V_2)=-2\delta\left(V-\frac{V_1+V_2}{2}\right).$$

Dividing by $-2\delta$, which is negative, reverses the inequality:

$$V<V^*=\frac{V_1+V_2}{2}-\frac{\sigma^2\ln k}{\delta}.$$

Thus every nonzero positive shift gives a negative region in this model. It lies inside the sweep if $V^*>-V_0$. As $\delta\to0$, $V^*$ moves towards $-\infty$ and leaves the sweep.

The lobe is spurious because neither measured switching current is negative on this branch. It comes from the subtraction. On the falling branch, switching occurs at $-V_c$ and the switching current is negative, so the spurious lobe is positive and lies at $V>-V^*$.

If instead $\delta<0$, division by $-2\delta$ does not reverse the inequality. The lobe then lies at $V>V^*$, after the main peak.

### (c) Find the charge in the lobe and its effect on the reconstructed polarization loop. Examine small and large $d$.

**Model answer.** Let $q$ be the magnitude of the lobe charge divided by $Q$. Since $dt=dV/r$, integrating the negative switching current over time gives

$$q=\frac{1}{k-1}\int_{-\infty}^{V^*}(g_2-k g_1)\,dV .$$

The scaled upper limits follow from $V_1=(V_1+V_2)/2+\delta/2$ and $V_2=(V_1+V_2)/2-\delta/2$:

$$\frac{V^*-V_2}{\sigma}=\frac d2-\frac{\ln k}{d},\qquad
\frac{V^*-V_1}{\sigma}=-\frac d2-\frac{\ln k}{d}.$$

Therefore

$$q=\frac{\Phi(d/2-\ln k/d)-k\,\Phi(-d/2-\ln k/d)}{k-1}.$$

The integral of $(kg_1-g_2)/(k-1)$ over the whole branch is one. The net switched charge is therefore still $Q$, and the positive peak must carry $Q(1+q)$. After removal of the dielectric charge, the reconstructed polarization starts at $-P_r$, dips to $-P_r-Qq$ at $V^*$, and ends at $+P_r$. A correct $2P_r$ therefore does not show that the compensated curve is correct.

For small $d$, dropping the subtracted term gives the bound $q<\Phi(d/2-\ln k/d)/(k-1)$. Its argument tends to $-\infty$, so the lobe vanishes faster than any power of $d$. For large $d$ the two peaks separate and $q\to1/(k-1)$. The slow peak then appears inverted, with charge $-Q/(k-1)$, beside a fast peak of charge $kQ/(k-1)$.

### (d) How are the mean voltage, the variance and the extrema of the switching curve changed?

**Model answer.** Measure voltage from $V_1$. The fast peak has mean $0$ and second moment $\sigma^2$; the slow peak has mean $-\delta$ and second moment $\sigma^2+\delta^2$. The compensated mean and second moment are

$$\frac{k\cdot0-(-\delta)}{k-1}=\frac{\delta}{k-1},\qquad
\frac{k\sigma^2-\sigma^2-\delta^2}{k-1}=\sigma^2-\frac{\delta^2}{k-1}.$$

Subtracting the square of the mean gives the variance:

$$\sigma^2-\frac{\delta^2}{k-1}-\frac{\delta^2}{(k-1)^2}
=\sigma^2-\frac{k\delta^2}{(k-1)^2}.$$

The mean is too high and the variance too small. These moments include the negative lobe as negative weight, so the square root of the variance is not the visible width of the positive peak. The variance can even become negative.

For the extrema, set $x=(V-V_2)/\sigma$. In units of $rQ/\sigma$ the switching current is

$$F(x)=\frac{k\phi(x-d)-\phi(x)}{k-1}.$$

Since $\phi'(y)=-y\phi(y)$, the condition $F'=0$ is $x\phi(x)=k(x-d)\phi(x-d)$. With $\phi(x-d)=\phi(x)e^{xd-d^2/2}$ it becomes

$$x=k(x-d)\,e^{xd-d^2/2}.$$

For $0\le x\le d$ the left side is nonnegative and the right side nonpositive, and they do not vanish together, so there is no root. Elsewhere take logarithms and define

$$h(x)=\ln\frac{k(x-d)}{x}+xd-\frac{d^2}{2},\qquad
h'(x)=\frac{d}{x(x-d)}+d>0 .$$

On $x<0$, $h$ rises from $-\infty$ to $+\infty$, and it does so again on $x>d$. There is one root in each range: the lobe bottom below $V_2$, and the positive peak above $V_1$. Inserting $k\phi(x-d)=x\phi(x)/(x-d)$ into $F$ gives the value at either root:

$$F=\frac{\phi(x)}{k-1}\left(\frac{x}{x-d}-1\right)=\frac{\phi(x)\,d}{(k-1)(x-d)} .$$

### (e) When does the total compensated current become negative?

**Model answer.** Let $D(d)=-F$ at the lobe bottom. The lobe must exceed the dielectric current:

$$\frac{Q}{\sigma}D(d)>C .$$

At the extremum the derivative with respect to $x$ vanishes, so only the explicit dependence on $d$ contributes:

$$D'(d)=-\frac{k(x-d)\phi(x-d)}{k-1}>0,$$

because $x<0$. The depth thus rises steadily from zero towards $\phi(0)/(k-1)$, its value for separated peaks. If $C\sigma/Q$ is below that limit, there is one threshold $d_c$. If it is not, the background hides the lobe for every shift.

For the dispersion law $V_c\propto f^\beta$, $V_2=V_1k^{-\beta}$. Setting $V_1-V_2=\sigma d_c$ gives

$$\beta_c=-\frac{\ln(1-\sigma d_c/V_1)}{\ln k}.$$

### (f) Evaluate the effect for a 10 nm film with permittivity 30, $P_r=20$ uC/cm2, $V_0=3$ V, $f=1000$ Hz, $k=2$, $V_1=1.2$ V, $\sigma=0.10$ V and $\beta=0.08$.

**Model answer.** The ramp is $4\times1000\times3=12000$ V/s, and $C=\varepsilon_0\varepsilon_r/t=2.656$ uF/cm2 for thickness $t$. The slow coercive voltage is $1.2\times2^{-0.08}=1.1353$ V, so $\delta=0.0647$ V and $d=0.647$. The sign change of the switching current is at

$$V^*=\frac{1.2000+1.1353}{2}-\frac{0.10^2\ln2}{0.0647}\approx1.061\ {\rm V}.$$

The extremum equation gives $x=-1.352$, hence a lobe bottom at $1.1353-0.1352=1.000$ V. The depth is 20.73 uF/cm2, which the ramp turns into 249 mA/cm2. The dielectric current is $12000\times2.656$ uA/cm2, or 31.9 mA/cm2. The total at the bottom is therefore $-217$ mA/cm2, and it is negative from 0.861 to 1.057 V.

The charge formula gives $q=6.43\%$. The loop dips by $0.0643\times40=2.57$ uC/cm2, and the positive peak carries 42.57 uC/cm2 instead of 40.

The false coercive voltage depends on how it is read. The true value at 1000 Hz is 1.200 V, while the compensated peak lies at 1.232 V, the loop with the dielectric charge removed crosses zero at 1.248 V (with that charge left in, the compensated loop crosses at 1.232 V and the true loop at 1.180 V), and the mean is $1.2+0.0647=1.265$ V. The peak is 27% higher than the true switching peak.

With $V_1$, $Q$, $C$ and $k$ held fixed, the threshold is $\beta_c=0.046$ for $\sigma=0.10$ V and 0.108 for $\sigma=0.20$ V. At $\beta=0.08$ the broader peak would keep the total current positive, although its switching part would still be distorted.

### (g) Does a coercive voltage that rises with frequency by itself guarantee a negative lobe?

**Model answer.** No. Suppose each region of the film switches, without back-switching, at a rate $\lambda(V)$ that does not depend on its history. Its switched fraction $p$ obeys $dp/dt=\lambda(1-p)$. With $dt=dV/r$,

$$1-p=e^{-H},\qquad H=\frac1r\int\lambda\,dV,\qquad J_{\rm sw}=Q\lambda e^{-H}.$$

At a given voltage the faster sweep has the smaller $H$, hence more unswitched material and at least as much current. This holds for each region and so for their sum. The difference $J(f)-J(f/k)$ has no negative switching part, although the coercive voltage does rise with $f$.

Now let the switching follow a growth law with memory, $1-p=e^{-H^2}$. Then $J_{\rm sw}=2Q\lambda He^{-H^2}$. Early in the process $H\ll1$, and the slow sweep, whose $H$ is $k$ times larger, carries $k$ times the current. A lobe follows. For $k=2$ and $u=H^2$ in the fast sweep, its charge fraction is the maximum of

$$(1-e^{-4u})-2(1-e^{-u}).$$

The derivative vanishes at $e^{-3u}=1/2$, which gives $q=2^{2/3}-1-2^{-4/3}=19.06\%$.

Both laws were evaluated for the ramps of part (f) with $\lambda=10^9\,{\rm s}^{-1}\,e^{-V_b/V}$. Nine memoryless regions, with barriers $V_b$ within 10% of 10.8 V, gave a mean shift of 66 mV and no lobe. The growth law with $V_b=10.8$ V gave a similar shift, 68 mV, and the 19.06% lobe. The widths are not matched to part (f): the fast peak has a standard deviation of 0.128 V for the memoryless regions and 0.063 V for the growth law.

The tail of the peak also matters. Take a Weibull peak, $1-p=e^{-(V/a)^m}$ for $V>0$, with $a\propto f^\beta$. The slow exponent is $c=k^{\beta m}$ times the fast one, $w=(V/a)^m$. The ratio of slow to fast switching charge per volt is $c\,e^{-(c-1)w}$. It can exceed $k$ if and only if $c>k$, that is, $\beta m>1$. Matching the mean and standard deviation of the fast Gaussian gives $m=14.7$ and $\beta m=1.18$. The lobe charge is then 1.2%, against 6.4% for the Gaussian.

### (h) Can the slow curve be shifted before subtraction? How far does the model apply to a real capacitor?

**Model answer.** Replace $J(V,f/k)$ by $J(V-\delta,f/k)$ on the rising branch. The slow peak then lies at $V_2+\delta=V_1$, and the result is

$$r(C+Qg_1)+\frac{k}{k-1}\,[J_L(V)-J_L(V-\delta)] .$$

The switching peak is restored if its shape does not change with frequency, but leakage no longer cancels. For an assumed leakage $J_L=1.0\,\sinh(V/0.5\,{\rm V})$ mA/cm2, the residue is 1.35 mA/cm2 at $V_1$. At 3 V it is 49 mA/cm2, or 24% of the leakage there. The shift therefore helps near the switching peak but spoils the compensation at the tip of the loop.

The thickness, permittivity, polarization and coercive voltage are rough values for ferroelectric hafnium-zirconium oxide. The narrow peak and the strong dispersion are deliberately severe choices, so the 6.4% lobe is not a typical value. The leakage of 202 mA/cm2 at 3 V is also chosen severe, but it cancels in the unshifted subtraction and does not affect the lobe. The assumption most open to doubt is the rigid Gaussian. If its width scales with $V_c$, the lobe charge falls to 5.2%; the Weibull tail gives 1.2%, memoryless switching gives none, and the growth law with memory gives 19% for a single barrier. A spread of barriers lowers that last value, to about 11% for a spread like that of the memoryless regions in part (g). These last two values exceed 6.4% because the growth-law peaks are narrower, with standard deviations of 0.063 and 0.080 V. Rigid Gaussians of those widths and the same 68 mV shift would give about 22% and 13%. At matched width none of the shapes tried here gives a larger lobe than the rigid Gaussian, and the result is very sensitive to the width. A series resistance of 100 ohm with a device area of $2.5\times10^{-5}$ cm2 adds an estimated 2.4 mV to the separation of the voltages at which half the charge has switched. The current maxima move apart by about twice as much, 4.8 mV, because the resistor also skews each peak. Inserted in the charge formula as a rigid extra shift, the 2.4 mV would give 7.2%, but that overstates the effect, because the voltage drop follows the instantaneous current. At $V^*$ the condition $g_2=kg_1$ makes the two switching currents equal, so both curves are displaced there by nearly the same voltage. Since $q$ is stationary with respect to its upper limit $V^*$, a small common displacement leaves it unchanged to first order, and the lobe charge stays close to 6.4%. A 10% leakage drift between the sweeps gives an error of only 0.73 mA/cm2 at the lobe bottom, small beside 249 mA/cm2. At the tips, however, it gives 40 mA/cm2, more than the dielectric current, and integrated from $-3$ V to $V^*$ it displaces the loop by about 1.6 uC/cm2, comparable to the 2.57 uC/cm2 dip. The peak field is 3 MV/cm, not far below a rough breakdown field of 4 MV/cm, so breakdown and leakage that changes with time may limit the measurement. The remaining values are in the numerical output.

## Table of computed values

```
film thickness: 10.0 nm; permittivity: 30
remanent polarization Pr: 20.0 uC/cm2; Q = 40.0 uC/cm2
amplitude: 3.0 V; frequencies: 1000, 500 Hz
fast ramp: 12000 V/s; frequency ratio k: 2
dispersion exponent beta: 0.080; peak width: 0.100 V
leakage law: 1.0 mA/cm2 * sinh(V/0.5 V)
capacitance per area: 2.656 uF/cm2
coercive voltages fast, slow: 1.2000, 1.1353 V
shift delta: 64.73 mV; d = delta/sigma: 0.6473
switching-current sign change V*: 1.0606 V
lobe bottom x: -1.3517; voltage: 1.0001 V
switching lobe depth: 20.728 uF/cm2
switching lobe depth: 248.73 mA/cm2
dielectric current: 31.88 mA/cm2
lobe depth / dielectric current: 7.803
total current at lobe bottom: -216.86 mA/cm2
total current negative from 0.8605 to 1.0570 V
lobe charge fraction q: 6.431 %
lobe charge = loop dip: 2.572 uC/cm2
positive peak charge: 42.572 uC/cm2
compensated peak x: 0.9660; voltage: 1.2319 V
peak height / true switching peak: 1.2738
compensated mean voltage: 1.2647 V
loop zero-crossing voltage: 1.2483 V
apparent rms width: 0.0402 V
threshold beta, width 0.10 V: 0.0458
threshold beta, width 0.20 V: 0.1083
aligned: leakage residue at Vc: 1.351 mA/cm2
aligned: leakage residue at 3 V: 48.99 mA/cm2
leakage at 3 V: 201.71 mA/cm2
memoryless kinetics: mean shift 66.3 mV
memoryless lobe charge: 0.000 %
growth kinetics: mean shift 68.1 mV
growth-kinetics lobe charge: 19.06 %
matched Weibull shape m: 14.709; beta*m: 1.177
matched Weibull lobe charge: 1.201 %
slow width if proportional to Vc: 0.0946 V
lobe charge with that width: 5.180 %
device area: 2.50e-05 cm2; series resistance: 100 ohm
true peak current density: 1.947 A/cm2
series voltage drop at peak: 4.87 mV
estimated extra shift: 2.43 mV
lobe charge with extra shift: 7.179 %
leakage at lobe bottom: 3.628 mA/cm2
error from 10 % leakage drift there: 0.726 mA/cm2
maximum film field: 3.00 MV/cm
```
